\section*{Large-Gap Errors of Level Shifts and Exponential Regularizers}

\section{The damage a shift does far from the degeneracy}

A second-order correlation energy contains a term with a nearly vanishing denominator, and a constant is added to all denominators to tame it. The offending term becomes harmless, but the rest of the energy changes too. In the model worked out below, a shift of 0.078 Ry, chosen to repair one term with a gap of 0.05 Ry, removes 3.6 percent of the correlation energy of a separate set of terms whose gaps all exceed 1 Ry. That is 0.20 eV, measured against the unshifted second-order sum, taken from terms whose denominators needed no repair. An exponential regularizer that treats the offending term identically removes less than $10^{-5}$ eV from the same set.

The difference has a definite cause, and it has limits: an exponential regularizer does alter large-gap terms, by an amount that is negligible only if its parameter is large compared with the inverse gap, or with the inverse squared gap for the form that has the squared gap in its exponent.

\section{Losses term by term}

Let the second-order energy be
\begin{equation}
E=-\sum_i \frac{|V_i|^2}{\Delta_i},\qquad \Delta_i>0,
\end{equation}
with couplings $V_i$ and gaps $\Delta_i$ in Ry. A regularizer replaces $1/\Delta$ by a function $f(\Delta)$. The relative loss of a term is
\begin{equation}
R(\Delta)=\frac{1/\Delta-f(\Delta)}{1/\Delta}=1-\Delta f(\Delta),
\end{equation}
and the energy rises by $\sum_i(|V_i|^2/\Delta_i)R(\Delta_i)$. Losses are measured here against the unregularized second-order term. That is a sensible reference where the gap is large compared with the coupling, and a poor one where the gap is comparable to the coupling or smaller, because second order itself then fails. It is also a poor one when many large-gap states couple to one common reference strongly enough together that higher orders matter. A loss in this sense is an error only to the extent that the bare second-order sum is accurate.

For a constant shift $\delta>0$, $f=1/(\Delta+\delta)$ and
\begin{equation}
R_\delta=1-\frac{\Delta}{\Delta+\delta}=\frac{\delta}{\Delta+\delta}
=\frac{\delta}{\Delta}\,\frac{1}{1+\delta/\Delta}.
\label{eq:shift}
\end{equation}
The familiar estimate $\delta/\Delta$ is the leading form for $\Delta\gg\delta$; it is always too large, slightly for $\Delta\gg\delta$ and badly once $\Delta\lesssim\delta$.

Three exponential regularizers are in use, known by their parameters as $\sigma$, $\kappa$ and $\sigma^2$. The parameter of the last is written $s$ here:
\begin{align}
f_\sigma&=\frac{1-e^{-\sigma\Delta}}{\Delta}, & R_\sigma&=e^{-\sigma\Delta},\\
f_\kappa&=\frac{(1-e^{-\kappa\Delta})^2}{\Delta}, & R_\kappa&=2e^{-\kappa\Delta}-e^{-2\kappa\Delta},\\
f_s&=\frac{1-e^{-s\Delta^2}}{\Delta}, & R_s&=e^{-s\Delta^2}.
\end{align}
Each loss follows by multiplying $f$ by $\Delta$ and subtracting from 1; for $\kappa$ the square is expanded. The parameters $\sigma$ and $\kappa$ are in 1/Ry and $s$ is in 1/Ry$^2$. Since 1 Ry is half a hartree, values of $\sigma$ and $\kappa$ double when expressed in inverse hartree.

None of these losses is zero at finite gap. What distinguishes the exponential forms is that $\Delta^nR\to0$ for every power $n$ as $\Delta\to\infty$, whereas $\Delta R_\delta\to\delta$. All four losses lie between 0 and 1, so the losses of different terms add with the same sign and cannot cancel within one energy.

\section{Why the shift reaches large gaps}

The inverse gap is an integral over an auxiliary time (in 1/Ry), $1/\Delta=\int_0^\infty e^{-t\Delta}\,dt$. Many regularizers amount to inserting a weight,
\begin{equation}
f(\Delta)=\int_0^\infty w(t)\,e^{-t\Delta}\,dt,\qquad w(0)=1,
\end{equation}
with $w$ bounded. Integration by parts gives
\begin{equation}
\Delta f=\Big[-w\,e^{-t\Delta}\Big]_0^\infty+\int_0^\infty w'(t)e^{-t\Delta}dt
=1+\int_0^\infty w'(t)e^{-t\Delta}dt,
\end{equation}
and therefore
\begin{equation}
R(\Delta)=-\int_0^\infty w'(t)\,e^{-t\Delta}\,dt .
\label{eq:cause}
\end{equation}
A jump of $w$ contributes a delta function to $w'$. The factor $e^{-t\Delta}$ confines the integral to $t\lesssim1/\Delta$, so a large gap senses how $w$ leaves its initial value. If $w'$ is smooth near zero, the substitution $u=t\Delta$ gives
\begin{equation}
R=-\frac1\Delta\int_0^\infty w'(u/\Delta)e^{-u}du\;\to\;-\frac{w'(0)}{\Delta}.
\end{equation}

The shift has $w=e^{-\delta t}$, because $1/(\Delta+\delta)=\int_0^\infty e^{-t\Delta}e^{-\delta t}dt$. This weight falls from the first instant with slope $-\delta$, hence the loss $\delta/\Delta$.

For the $\sigma$ form, $e^{-\sigma\Delta}/\Delta=\int_\sigma^\infty e^{-t\Delta}dt$. Subtracting this from $1/\Delta$ leaves $w=1$ for $t<\sigma$ and $w=0$ afterwards. For the $\kappa$ form, $f_\kappa=(1-2e^{-\kappa\Delta}+e^{-2\kappa\Delta})/\Delta$, so $w$ is $1$ up to $\kappa$, $-1$ from $\kappa$ to $2\kappa$, and $0$ beyond. Both weights are flat at short times, and Eq.~(\ref{eq:cause}) receives its first contribution at $t=\sigma$ or $t=\kappa$, already reduced by $e^{-\sigma\Delta}$ or $e^{-\kappa\Delta}$. The $\sigma^2$ form is not treated this way; its loss is read off directly.

Two further weights separate the cause from accidental features. The imaginary shift, $f=\Delta/(\Delta^2+\delta^2)$, has $w=\cos\delta t$, whose slope vanishes at $t=0$ but whose curvature does not. Its loss is
\begin{equation}
R=\delta\int_0^\infty\sin(\delta t)\,e^{-t\Delta}dt=\frac{\delta^2}{\Delta^2+\delta^2},
\end{equation}
one power better than the real shift but still a power. Numerically, the loss between gaps of 100 and 200 Ry falls with power 0.999 for the real shift and 2.000 for the imaginary one. The second weight is a shift that is switched on late: $w=1$ up to $t_0$, then $e^{-\delta(t-t_0)}$. With $t=t_0+\tau$,
\begin{equation}
R=\delta\int_0^\infty e^{-\delta\tau}e^{-(t_0+\tau)\Delta}d\tau
=e^{-t_0\Delta}\,\frac{\delta}{\Delta+\delta}.
\end{equation}
The same exponential decay in time now gives an exponentially small loss. It is the start of $w$, constant over a finite interval, that makes the loss at large gaps exponentially small; a sharp cutoff is not needed. Vanishing derivatives at $t=0$ alone give less: for $w=1-e^{-t_0/t}$ the loss beats every power but falls only like $e^{-2\sqrt{t_0\Delta}}$, up to a prefactor. Direct quadrature of the time integral at one gap confirmed the losses for all five weights.

\section{Comparison at equal treatment of the small gap}

A weak regularizer of any form does little harm, so a comparison needs a common condition. Let every form keep the same fraction $r$ of one chosen term with gap $\Delta_0$, and let $P=1-R$ be the kept fraction at other gaps. The logarithmic slopes of $P$ decide the matter. For the shift, $\ln P=\ln\Delta-\ln(\Delta+\delta)$, so
\begin{equation}
\frac{d\ln P}{d\ln\Delta}=1-\frac{\Delta}{\Delta+\delta}=1-P .
\end{equation}
For the $\sigma$ form set $y=\sigma\Delta$, so that $P=1-e^{-y}$ and
\begin{equation}
\frac{d\ln P}{d\ln\Delta}=\frac{y\,e^{-y}}{1-e^{-y}}=\frac{y}{e^y-1}.
\end{equation}
For $\kappa$, with $y=\kappa\Delta$, the square doubles this to $2y/(e^y-1)$. For $\sigma^2$, with $y=s\Delta^2$, the doubling comes from $dy/d\ln\Delta=2y$.

Suppose an exponential curve meets the shift curve, so that both have the same $P$. For $\sigma$ the shift slope at that point is $1-P=e^{-y}$, and
\begin{equation}
\frac{y}{e^y-1}>e^{-y}\quad\Longleftrightarrow\quad y>1-e^{-y},
\end{equation}
which holds for all $y>0$. For $\sigma^2$ the left side is twice as large. For $\kappa$, $1-P=e^{-y}(2-e^{-y})$, and the condition becomes $2y>(1-e^{-y})(2-e^{-y})$. This holds because the first factor is below $y$ and the second below 2.

At any meeting point the exponential curve therefore crosses from below to above as the gap grows. Two successive crossings would have to go in opposite directions, so there is just one, at $\Delta_0$. For all $\Delta>\Delta_0$ the exponential forms lose less than the shift; for all $\Delta<\Delta_0$ they lose more. The price of protecting large gaps is stronger suppression of terms more degenerate than the chosen one. In the limit $\Delta\to0$, $f$ tends to $1/\delta$ for the shift and to $\sigma$ for the $\sigma$ form, but to zero for $\kappa$ and $\sigma^2$.

\section{A worked distribution}

\subsection{Fixing the parameters}

Take a near-degenerate term with $\Delta_0=0.05$ Ry and $V=0.1$ Ry. Its bare contribution is $-0.01/0.05=-0.2$ Ry. The two-level problem with this gap and coupling has a lowest energy $-\varepsilon$ given by $\varepsilon(\Delta_0+\varepsilon)=V^2$, so
\begin{equation}
\varepsilon=-\frac{\Delta_0}{2}+\sqrt{\frac{\Delta_0^2}{4}+V^2}=0.0781\ \mathrm{Ry}.
\end{equation}
Written as $\varepsilon=V^2/(\Delta_0+\varepsilon)$, the same condition says that a shift $\delta=\varepsilon$ reproduces the two-level energy. This serves as the target; it leaves out the coupling to all other states. The kept fraction is $r=0.0781/0.2=0.390$. Solving $P(\Delta_0)=r$ for each exponential form gives
\begin{align}
\sigma&=-\frac{\ln(1-r)}{\Delta_0}=9.90\ \mathrm{Ry}^{-1},\\
\kappa&=-\frac{\ln(1-\sqrt r)}{\Delta_0}=19.6\ \mathrm{Ry}^{-1},\\
s&=-\frac{\ln(1-r)}{\Delta_0^2}=198\ \mathrm{Ry}^{-2}.
\end{align}
The relative losses are then:
\begin{center}
\begin{tabular}{ccccc}
$\Delta$ (Ry) & shift & $\sigma$ & $\kappa$ & $\sigma^2$\\
0.02 & 0.80 & 0.82 & 0.89 & 0.92\\
0.05 & 0.61 & 0.61 & 0.61 & 0.61\\
0.10 & 0.44 & 0.37 & 0.26 & 0.14\\
0.25 & 0.24 & 0.084 & 0.015 & $4\times10^{-6}$\\
1.00 & 0.072 & $5\times10^{-5}$ & $6\times10^{-9}$ & $10^{-86}$
\end{tabular}
\end{center}
At twice the matching gap the $\sigma$ form is hardly better than the shift; the exponential advantage needs $\sigma\Delta$ well above 1. The loss falls below 1 percent at $\Delta=99\,\delta=7.7$ Ry for the shift, but at $\ln(100)/\sigma=0.47$ Ry for $\sigma$, 0.27 Ry for $\kappa$ and 0.15 Ry for $\sigma^2$.

\subsection{A bulk with a finite lowest gap}

Let the remaining terms have the coupling-weighted distribution
\begin{equation}
g(\Delta)=\frac{S}{W^2}(\Delta-G)\,e^{-(\Delta-G)/W},\qquad \Delta>G,
\end{equation}
where $S=\int g\,d\Delta$ is the total squared coupling, $W$ the width and $G$ the lowest gap. With $x=\Delta-G$,
\begin{equation}
\int g\,e^{-t\Delta}d\Delta=\frac{S e^{-tG}}{W^2}\int_0^\infty x\,e^{-x(t+1/W)}dx
=\frac{S\,e^{-tG}}{(1+tW)^2}.
\end{equation}
Integrating over $t$ gives energies. Define $E_n(z)=\int_1^\infty e^{-zv}v^{-n}dv$ and substitute $v=1+tW$:
\begin{equation}
A(a)=\int_0^\infty\frac{S e^{-at}}{(1+tW)^2}dt=\frac SW\,e^{a/W}E_2(a/W).
\end{equation}
The unregularized bulk energy is $-A(G)$. A shift replaces $G$ by $G+\delta$ in the time integral, so its loss is $L_\delta=A(G)-A(G+\delta)$. The $\sigma$ form discards times beyond $\sigma$. With $v_\sigma=1+\sigma W$ and $v=v_\sigma u$,
\begin{equation}
L_\sigma=\frac SW e^{G/W}\int_{v_\sigma}^\infty\frac{e^{-Gv/W}}{v^2}dv
=\frac{S\,e^{G/W}}{W v_\sigma}\,E_2\!\left(\frac{Gv_\sigma}{W}\right).
\label{eq:tail}
\end{equation}
Since $R_\kappa=2e^{-\kappa\Delta}-e^{-2\kappa\Delta}$, the $\kappa$ loss is twice this expression at $\sigma=\kappa$ minus its value at $\sigma=2\kappa$.

For $S=1$ Ry$^2$ and $W=G=1$ Ry, the bulk energy is $-0.404$ Ry. The shift loses 0.0144 Ry (0.196 eV, 3.6 percent), the $\sigma$ form $3.6\times10^{-7}$ Ry ($4.9\times10^{-6}$ eV) and the $\kappa$ form $1.3\times10^{-11}$ Ry. The $\sigma^2$ loss is zero for every practical purpose.

These are errors if the bulk consists of many independent, weakly coupled terms, for which bare second order becomes exact. If instead all bulk states couple to one common reference and not to each other, the exact lowering solves $\varepsilon_b=A(G+\varepsilon_b)$, giving $-0.347$ Ry. Bare second order is then too low by 0.056 Ry and the shifted sum by 0.042 Ry, so in that reading the shift moves the energy toward the exact value.

The $\sigma$ loss is smaller than the edge value $R_\sigma(G)=5\times10^{-5}$ suggests, because few terms lie at the edge. For $v\ge1$, $v^{-2}\le1$ gives $E_2(z)<e^{-z}/z$, and Eq.~(\ref{eq:tail}) yields
\begin{equation}
L_\sigma<\frac{S\,e^{-\sigma G}}{G\,(1+\sigma W)^2},
\end{equation}
here $5.0\times10^{-5}/10.9^2=4.2\times10^{-7}$ Ry, close to the computed loss.

For the shift, $R_\delta<\delta/\Delta$ gives a useful estimate from above:
\begin{equation}
L_\delta<\delta N,\qquad N=\int\frac{g(\Delta)}{\Delta^2}d\Delta .
\end{equation}
$N$ is the squared norm of the first-order wavefunction, whose amplitudes have magnitude $|V_i|/\Delta_i$. Here $N=0.193$ and $\delta N=0.0150$ Ry, 4 percent above the actual loss. Gaps above 2 Ry supply 43 percent of that loss, so the damage is not confined to the lower edge. In an energy difference between two structures, the shift error is $\delta(N_1-N_2)$ to first order in $\delta$; it cancels to that order only if the two norms agree.

\subsection{A bulk that reaches zero gap}

With $G=0$ the picture changes. Since $E_2(0)=1$, the bulk energy is $-S/W=-1$ Ry, and Eq.~(\ref{eq:tail}) becomes
\begin{equation}
L_\sigma=\frac{S}{W(1+\sigma W)}=\frac{1}{10.9}\ \mathrm{Ry}=0.092\ \mathrm{Ry}.
\end{equation}
For $\sigma W\gg1$ this falls only as $1/\sigma$, although each term obeys an exponential law: there are always terms with $\Delta\lesssim1/\sigma$. For the shift, integration by parts gives $E_2(z)=e^{-z}-zE_1(z)$, and with $z=\delta/W$
\begin{equation}
L_\delta=\frac SW\left[1-e^zE_2(z)\right]=\frac{S\delta}{W^2}\,e^{\delta/W}E_1(\delta/W).
\end{equation}
For $\delta\ll W$ this tends to $(S\delta/W^2)[\ln(W/\delta)-\gamma]$, with Euler's constant $\gamma$. If $\sigma$ is scaled as $1/\delta$, the shift is worse by a logarithm, not by an exponential. The logarithm appears because $g\propto\Delta$ near zero makes $N$ diverge.

The computed losses are 17 percent for the shift and 9.2, 7.2 and 6.1 percent for $\sigma$, $\kappa$ and $\sigma^2$. They should not all be called errors: much of what the exponential forms remove belongs to small gaps, where the second-order term is itself unreliable unless the coupling is much smaller than the gap. The conclusion is narrower. For this distribution without a gap, the exponential law for each term does not make the loss of the total energy exponentially small; with the parameters matched here the loss is several percent.

\section{What to do}

\subsection{Check the separation of scales}

Suppose a fraction $r$ is to be kept at $\Delta_0$, and the loss is to stay below $\eta$ for all gaps from $G$ upward. Inserting the matched parameters into $R(G)\le\eta$ gives
\begin{align}
\text{shift:}\quad \frac{G}{\Delta_0}&\ge\frac{(1-r)(1-\eta)}{r\,\eta},\\
\sigma\text{ form:}\quad \frac{G}{\Delta_0}&\ge\frac{\ln(1/\eta)}{-\ln(1-r)}.
\end{align}
For $r=0.39$ and $\eta=0.01$ the required ratios are about 155 and 9.3. The shift pays inversely in the tolerance, the $\sigma$ form logarithmically. If the spectrum does not offer even the smaller ratio, the $\sigma$ form cannot meet both demands.

\subsection{Do not rely on the functional form alone}

With $\sigma=1$ Ry$^{-1}$ (2 inverse hartree), the gapped bulk loses 0.051 Ry, or 12.6 percent, more than the matched shift takes. Here $\sigma G=1$, and the lowest terms lose $e^{-1}$ of their value. A shift with the same zero-gap limit, $\delta=1/\sigma$, would lose $1/(1+\sigma\Delta)$ per term. That is larger than $e^{-\sigma\Delta}$ because $e^x>1+x$, but the comparison does not make a 12.6 percent loss small. The parameters matched above, about 20 and 39 inverse hartree for $\sigma$ and $\kappa$, are far larger than the values of order one inverse hartree used in regularized MP2, which alter large-gap terms noticeably. For water, whose smallest MP2 denominator is near 2.6 Ry, $\kappa=1.1$ inverse hartree removes 3.7 percent of the correlation energy in the cc-pVDZ basis and 3.8 percent in cc-pVTZ, whereas a shift of 0.078 Ry removes 0.95 and 0.85 percent.

\subsection{If a shift must be used, correct it}

Writing $1/\Delta=1/[(\Delta+\delta)-\delta]$ and expanding to first order in the subtracted $\delta$ gives
\begin{equation}
f_c=\frac1{\Delta+\delta}+\frac{\delta}{(\Delta+\delta)^2}.
\end{equation}
Its loss is
\begin{equation}
R_c=R_\delta-\frac{\Delta\,\delta}{(\Delta+\delta)^2}
=R_\delta-(1-R_\delta)R_\delta=R_\delta^2 .
\end{equation}
The correction reduces the gapped-bulk loss from 0.0144 to 0.0006 Ry. It also weakens the repair: the small-gap term becomes $-0.2\,(1-0.61^2)=-0.126$ Ry, compared with the two-level value $-0.078$ Ry. Restoring the match requires $R_\delta^2=0.61$, hence a larger shift, $\delta=0.178$ Ry, for which the gapped-bulk loss is 0.0027 Ry (0.037 eV). The large-gap loss still falls as a power, now $\delta^2/\Delta^2$.

\subsection{Look at the signs of the gaps}

Everything above assumes $\Delta>0$. For a negative gap the shift has a pole at $\Delta=-\delta$, while $f_\sigma$ and $f_\kappa$ grow exponentially in magnitude with $|\Delta|$. The $\sigma^2$ form stays bounded, since it depends on $\Delta^2$ in the exponent. A bounded term is not thereby an accurate one: a negative gap means that the reference state is not the lowest of the zeroth-order states involved, and unless an excited state is intended, the choice of reference should be reconsidered first.

The numerical output below lists the losses to more digits. Its zero for the $\sigma^2$ form at 3 Ry is floating-point underflow of $e^{-9s}$, not an exact zero.

\section*{Computed values}
\begin{verbatim}
1 Ry = 13.6057 eV
small-gap term: gap 0.05 Ry, coupling 0.1 Ry
  bare second-order term  -0.2000 Ry
  two-level energy        -0.07808 Ry
  kept fraction           0.3904
matched parameters:
  shift  0.07808 Ry
  sigma  9.899 1/Ry
  kappa  19.606 1/Ry
  sigma2 197.97 1/Ry^2
power of 1/gap in the loss, between gaps 100 and 200 Ry:
  shift 0.9994, imaginary shift 2.0000
relative loss: gap/Ry, shift/gap, shift, sigma, kappa, sigma2
  0.02 3.904e+00 7.961e-01 8.204e-01 8.948e-01 9.239e-01
  0.05 1.562e+00 6.096e-01 6.096e-01 6.096e-01 6.096e-01
  0.10 7.808e-01 4.384e-01 3.716e-01 2.617e-01 1.381e-01
  0.25 3.123e-01 2.380e-01 8.419e-02 1.481e-02 4.230e-06
  0.50 1.562e-01 1.351e-01 7.088e-03 1.105e-04 3.201e-22
  1.00 7.808e-02 7.242e-02 5.024e-05 6.110e-09 1.050e-86
  3.00 2.603e-02 2.537e-02 1.268e-13 5.703e-26 0.000e+00
gap beyond which the loss is below 1 percent (Ry):
  shift 7.730, sigma 0.465, kappa 0.270, sigma2 0.153
bulk: S = 1.0 Ry^2, W = 1.0 Ry
lowest gap G = 1.0 Ry: energy -0.40365 Ry
  shift  loss 1.4431e-02 Ry = 1.9635e-01 eV, 3.575e+00 percent
  sigma  loss 3.6125e-07 Ry = 4.9151e-06 eV, 8.950e-05 percent
  kappa  loss 1.3164e-11 Ry = 1.7910e-10 eV, 3.261e-09 percent
  sigma2 loss 6.5838e-92 Ry = 8.9577e-91 eV, 1.631e-89 percent
lowest gap G = 0.0 Ry: energy -1.00000 Ry
  shift  loss 1.7301e-01 Ry = 2.3539e+00 eV, 1.730e+01 percent
  sigma  loss 9.1754e-02 Ry = 1.2484e+00 eV, 9.175e+00 percent
  kappa  loss 7.2189e-02 Ry = 9.8218e-01 eV, 7.219e+00 percent
  sigma2 loss 6.0538e-02 Ry = 8.2366e-01 eV, 6.054e+00 percent
further results for G = 1 Ry:
  first-order norm           0.19269
  shift times norm           0.01505 Ry
  share of shift loss from gaps above 2 Ry 0.431
  corrected shift, bulk loss 5.863e-04 Ry
  corrected shift, small-gap term -0.12567 Ry
  sigma = 1.0 1/Ry, bulk loss 0.05101 Ry = 12.64 percent
\end{verbatim}
